# Charge–voltage law and second-harmonic cancellation in opposed uniform-ion rf sheaths: test program

```python
"""Uniform-ion-density rf sheath: V = Q^2/(2 e n eps0), and two opposed sheaths.

Result under test: with Qa = Q0 + q and Qb = Q0 - q, identical sheaths give
phi_a - phi_b = Vb - Va = -2 Q0 q/(e n eps0), linear in q, so the second
harmonics of Va and Vb cancel between the electrodes.
Q: positive space charge per area; V: plasma potential minus electrode potential;
n: ion density; s = Q/(e n): sheath width; a, b: electrodes at x = 0 and x = L.
SI units; electron temperature is given in volts.
"""
import numpy as np
from scipy.constants import e, epsilon_0 as eps0, m_e
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq

density = 1.0e15
frequency = 13.56e6
gap = 0.040
mean_width = 3.0e-3
edge_amplitude = 2.0e-3
electron_temp = 3.0
ion_speed = 2.5e3

omega = 2 * np.pi * frequency
period = 1 / frequency
Q0 = e * density * mean_width
Q1 = e * density * edge_amplitude
J0 = omega * Q1

cells = 4000
middle = cells // 2
faces = np.linspace(0.0, gap, cells + 1)
cell = gap / cells


def gap_field(charge_a, charge_b, n_a=density, n_b=density):
    """Sum Gauss's law over cells; the field vanishes in the neutral bulk."""
    width_a = charge_a / (e * n_a)
    width_b = charge_b / (e * n_b)
    bare_a = np.clip(width_a - faces[:-1], 0.0, cell)
    bare_b = np.clip(faces[1:] - (gap - width_b), 0.0, cell)
    cell_charge = e * (n_a * bare_a + n_b * bare_b)
    field = np.concatenate(([0.0], np.cumsum(cell_charge))) / eps0
    return field - field[middle]


def sheath_drops(charge_a, charge_b, n_a=density, n_b=density):
    """Integrate the field from the bulk to each electrode."""
    field = gap_field(charge_a, charge_b, n_a, n_b)
    drop_a = -trapezoid(field[:middle + 1], dx=cell)
    drop_b = trapezoid(field[middle:], dx=cell)
    return drop_a, drop_b


def harmonics(samples):
    """Complex Fourier amplitudes; real parts multiply cosines."""
    amplitudes = 2 * np.fft.rfft(samples) / len(samples)
    amplitudes[0] /= 2
    return amplitudes


phase = 2 * np.pi * np.arange(64) / 64
scale = 1 / (2 * e * density * eps0)

# Quadratic law against the summed Poisson equation
for width in (0.7e-3, 2.345e-3, 5.0e-3):
    charge = e * density * width
    numeric_drop = sheath_drops(charge, charge)[0]
    assert abs(numeric_drop - scale * charge**2) < 1e-3

# Current continuity: displacement current at both electrodes, electron flow in bulk
test_phase, phase_step = 0.8, 1e-4
early, late = test_phase - phase_step, test_phase + phase_step
field_early = gap_field(Q0 + Q1 * np.cos(early), Q0 - Q1 * np.cos(early))
field_late = gap_field(Q0 + Q1 * np.cos(late), Q0 - Q1 * np.cos(late))
displacement = eps0 * (field_late - field_early) * omega / (2 * phase_step)
edge_velocity = (edge_amplitude * (np.cos(late) - np.cos(early))
                 * omega / (2 * phase_step))
expected_current = J0 * np.sin(test_phase)
for current in (displacement[0], displacement[-1], -e * density * edge_velocity):
    assert abs(current / expected_current - 1) < 1e-5

# Imposed sinusoidal current: harmonics of each sheath and of their difference
drops = np.array([sheath_drops(Q0 + Q1 * np.cos(p), Q0 - Q1 * np.cos(p))
                  for p in phase])
spec_a = harmonics(drops[:, 0])
spec_b = harmonics(drops[:, 1])
spec_ab = harmonics(drops[:, 1] - drops[:, 0])
mean_law = scale * (Q0**2 + Q1**2 / 2)
first_law = scale * 2 * Q0 * Q1
second_law = scale * Q1**2 / 2
assert np.allclose(spec_a[:3], [mean_law, first_law, second_law], atol=1e-3)
assert np.allclose(spec_b[:3], [mean_law, -first_law, second_law], atol=1e-3)
assert abs(spec_ab[1] + 2 * first_law) < 1e-3
assert abs(spec_ab[0]) < 1e-3 and np.max(np.abs(spec_ab[2:])) < 1e-3
assert abs(spec_a[2] / spec_a[1] - Q1 / (4 * Q0)) < 1e-4

# A two-tone charge waveform must also give a strictly linear gap voltage
two_tone = Q1 * (0.6 * np.cos(phase) + 0.35 * np.sin(2 * phase + 0.4))
for moved in two_tone:
    drop_a, drop_b = sheath_drops(Q0 + moved, Q0 - moved)
    assert abs(drop_b - drop_a + 2 * Q0 * moved / (e * density * eps0)) < 1e-3

# Imposed sinusoidal voltage: find the charge that leaves the bulk field-free
drive = 2 * first_law


def voltage_mismatch(fraction, target):
    drop_a, drop_b = sheath_drops(Q0 * (1 + fraction), Q0 * (1 - fraction))
    return drop_b - drop_a - target


found = np.array([Q0 * brentq(voltage_mismatch, -0.99, 0.99,
                              args=(-drive * np.cos(p),)) for p in phase])
spec_charge = harmonics(found)
capacitance = eps0 / (2 * mean_width)
assert abs(spec_charge[1] / (capacitance * drive) - 1) < 1e-4
assert np.max(np.abs(spec_charge[2:])) < 1e-4 * abs(spec_charge[1])


# Unequal sheaths: area_b relative to area_a = 1, density_b relative to density
def unequal_second(area_b, density_ratio):
    n_b = density_ratio * density
    values = []
    for p in phase:
        moved = Q1 * np.cos(p)
        drop_a, drop_b = sheath_drops(Q0 + moved, Q0 - moved / area_b,
                                      density, n_b)
        values.append(drop_b - drop_a)
    return harmonics(np.array(values))[2].real


for area_b, density_ratio in ((2.0, 1.0), (1.0, 0.7), (1.5, 0.6), (2.0, 0.25)):
    inverse_difference = (1 / (density_ratio * density * area_b**2)
                          - 1 / density)
    residue_law = Q1**2 / (4 * e * eps0) * inverse_difference
    assert abs(unequal_second(area_b, density_ratio) - residue_law) < 2e-3
area_residue = unequal_second(2.0, 1.0)
balanced_residue = unequal_second(2.0, 0.25)
assert abs(balanced_residue) < 2e-3 < abs(area_residue)

# Boltzmann electrons: y = V/Te, p = dy/d(x/Debye length), y'' = 1 - exp(-y)
debye = np.sqrt(eps0 * electron_temp / (e * density))
largest_slope = (mean_width + edge_amplitude) / debye
soft = solve_ivp(lambda p, y: p / (-np.expm1(-y)), (1e-3, 1.01 * largest_slope),
                 [1e-3], method="DOP853", rtol=1e-10, atol=1e-12,
                 dense_output=True)
assert soft.success
slope_a = (mean_width + edge_amplitude * np.cos(phase)) / debye
slope_b = (mean_width - edge_amplitude * np.cos(phase)) / debye
soft_a = electron_temp * soft.sol(slope_a)[0]
soft_b = electron_temp * soft.sol(slope_b)[0]
soft_left = soft_a - electron_temp * (1 - np.exp(-soft_a / electron_temp))
assert np.allclose(soft_left, scale * (e * density * debye * slope_a)**2,
                   rtol=1e-5)
soft_spec = harmonics(soft_b - soft_a)
soft_spec_a = harmonics(soft_a)
assert abs(soft_spec[2]) < 1e-6 and abs(soft_spec[3]) > 1e-3
assert abs(soft_spec_a[2]) > 1.0

# Electron inertia: Newton's law for the electron slab under the full gap voltage
inertia_voltage = m_e * omega**2 * edge_amplitude * gap / e


def slab_motion(angle, state):
    moved = Q1 * state[0]
    drop_a, drop_b = sheath_drops(Q0 + moved, Q0 - moved)
    applied = (inertia_voltage - drive) * np.cos(angle)
    bulk_field = (applied - (drop_b - drop_a)) / gap
    return [state[1], -e * bulk_field / (m_e * omega**2 * edge_amplitude)]


slab = solve_ivp(slab_motion, (0, 2 * np.pi), [1.0, 0.0], rtol=1e-6, atol=1e-6,
                 t_eval=phase)
assert slab.success
assert np.max(np.abs(slab.y[0] - np.cos(phase))) < 1e-3

# Wall losses: steady ion loss, electron loss through each sheath barrier
electron_speed = np.sqrt(e * electron_temp / (2 * np.pi * m_e))
curvature = e * density / (2 * eps0)


def widths(angle, total):
    difference = -drive * np.cos(angle) / (curvature * total)
    return (total - difference) / 2, (total + difference) / 2


def total_width_rate(angle, state):
    total = state[0] * 1e-3
    width_a, width_b = widths(angle, total)
    escape = (np.exp(-curvature * width_a**2 / electron_temp)
              + np.exp(-curvature * width_b**2 / electron_temp))
    return [1e3 * (electron_speed * escape - 2 * ion_speed) / omega]


loss_cycles = 30
last_cycle = 2 * np.pi * (loss_cycles - 1 + np.arange(256) / 256)
loss = solve_ivp(total_width_rate, (0, 2 * np.pi * loss_cycles),
                 [2e3 * mean_width], method="LSODA", rtol=1e-9, atol=1e-10,
                 max_step=0.05, t_eval=last_cycle)
assert loss.success
total_width = loss.y[0] * 1e-3
loss_a, loss_b = widths(last_cycle, total_width)
ripple = np.ptp(total_width)
ripple_bound = ion_speed * period
loss_spec = np.abs(harmonics((loss_a - loss_b) / 2))
assert 0 < ripple < ripple_bound
assert loss_spec[2] < 1e-5 * loss_spec[1]
assert loss_spec[3] > 1e-4 * loss_spec[1]

print("INPUTS")
print(f"ion density n = {density:.3e} m^-3")
print(f"frequency f = {frequency / 1e6:.2f} MHz")
print(f"gap L = {gap * 1e3:.1f} mm")
print(f"mean sheath width s0 = {mean_width * 1e3:.2f} mm")
print(f"edge amplitude s1 = {edge_amplitude * 1e3:.2f} mm")
print(f"electron temperature Te = {electron_temp:.1f} V")
print(f"ion loss speed u = {ion_speed:.0f} m/s")
print("CHARGE AND CURRENT")
print(f"angular frequency = {omega:.4e} rad/s")
print(f"mean charge Q0 = {Q0:.4e} C/m^2")
print(f"charge amplitude Q1 = {Q1:.4e} C/m^2")
print(f"current density amplitude J0 = {J0:.3f} A/m^2")
print(f"series capacitance per area = {capacitance:.4e} F/m^2")
print("SHEATH VOLTAGES FROM SUMMED POISSON EQUATION")
print(f"smallest Va = {drops[:, 0].min():.2f} V")
print(f"largest Va = {drops[:, 0].max():.2f} V")
print(f"mean Va = {spec_a[0].real:.2f} V")
print(f"mean Vb = {spec_b[0].real:.2f} V")
print(f"first harmonic of Va = {spec_a[1].real:.2f} V")
print(f"first harmonic of Vb = {spec_b[1].real:.2f} V")
print(f"second harmonic of Va = {spec_a[2].real:.2f} V")
print(f"second harmonic of Vb = {spec_b[2].real:.2f} V")
print(f"second/first ratio in Va = {(spec_a[2] / spec_a[1]).real:.4f}")
print("VOLTAGE BETWEEN ELECTRODES, phi_a - phi_b")
print(f"first harmonic = {spec_ab[1].real:.2f} V")
print(f"second harmonic magnitude = {abs(spec_ab[2]):.1e} V")
print(f"third harmonic magnitude = {abs(spec_ab[3]):.1e} V")
print(f"second harmonic, Ab = 2 Aa = {area_residue:.2f} V")
print(f"second harmonic magnitude, Ab = 2 Aa, nb = na/4 = "
      f"{abs(balanced_residue):.1e} V")
print("SOFT ELECTRON EDGE")
print(f"Debye length = {debye * 1e3:.3f} mm")
print(f"second harmonic of Va = {soft_spec_a[2].real:.2f} V")
print(f"second harmonic magnitude between electrodes = {abs(soft_spec[2]):.1e} V")
print(f"third harmonic magnitude between electrodes = {abs(soft_spec[3]):.4f} V")
print("INERTIA AND WALL LOSSES")
print(f"inertia voltage amplitude = {inertia_voltage:.2f} V")
print(f"inertia/sheath voltage ratio = {inertia_voltage / drive:.4f}")
print(f"electron loss speed at zero barrier = {electron_speed:.3e} m/s")
print(f"mean width from particle balance = {total_width.mean() * 500:.3f} mm")
print(f"smallest width from particle balance = {loss_a.min() * 1e3:.3f} mm")
print(f"summed-width ripple, peak to peak = {ripple * 1e3:.4f} mm")
print(f"ripple bound u/f = {ripple_bound * 1e3:.4f} mm")
print(f"second/first harmonic of charge = {loss_spec[2] / loss_spec[1]:.1e}")
print(f"third/first harmonic of charge = {loss_spec[3] / loss_spec[1]:.5f}")
print("PASS")
```

It prints:

```
INPUTS
ion density n = 1.000e+15 m^-3
frequency f = 13.56 MHz
gap L = 40.0 mm
mean sheath width s0 = 3.00 mm
edge amplitude s1 = 2.00 mm
electron temperature Te = 3.0 V
ion loss speed u = 2500 m/s
CHARGE AND CURRENT
angular frequency = 8.5200e+07 rad/s
mean charge Q0 = 4.8065e-07 C/m^2
charge amplitude Q1 = 3.2044e-07 C/m^2
current density amplitude J0 = 27.301 A/m^2
series capacitance per area = 1.4757e-09 F/m^2
SHEATH VOLTAGES FROM SUMMED POISSON EQUATION
smallest Va = 9.05 V
largest Va = 226.19 V
mean Va = 99.52 V
mean Vb = 99.52 V
first harmonic of Va = 108.57 V
first harmonic of Vb = -108.57 V
second harmonic of Va = 18.10 V
second harmonic of Vb = 18.10 V
second/first ratio in Va = 0.1667
VOLTAGE BETWEEN ELECTRODES, phi_a - phi_b
first harmonic = -217.14 V
second harmonic magnitude = 1.3e-13 V
third harmonic magnitude = 9.9e-14 V
second harmonic, Ab = 2 Aa = -13.57 V
second harmonic magnitude, Ab = 2 Aa, nb = na/4 = 3.6e-06 V
SOFT ELECTRON EDGE
Debye length = 0.407 mm
second harmonic of Va = 18.08 V
second harmonic magnitude between electrodes = 4.4e-15 V
third harmonic magnitude between electrodes = 0.0175 V
INERTIA AND WALL LOSSES
inertia voltage amplitude = 3.30 V
inertia/sheath voltage ratio = 0.0152
electron loss speed at zero barrier = 2.898e+05 m/s
mean width from particle balance = 2.953 mm
smallest width from particle balance = 0.925 mm
summed-width ripple, peak to peak = 0.1133 mm
ripple bound u/f = 0.1844 mm
second/first harmonic of charge = 4.2e-16
third/first harmonic of charge = 0.00559
PASS
```
